# Logarithmic exposure slope at an edge in electron-beam lithography, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the scattering kernel to the edge slope

**Q:** You want to judge the quality of an edge written by an electron beam from one number, a slope. A slope of what? The resist either dissolves or it does not.

**A:** The slope of the energy deposited in the resist before development. I use the threshold model: the printed edge lies where the deposited energy density passes a fixed value. If the energy falls steeply there, a small error in dose moves the edge little.

Let \(D\) be the dose, the incident charge per area, equal on all written shapes. I write the deposited energy density as \(K D E(\mathbf r)\). The constant \(K\) belongs to the resist and the beam energy, and \(E\) is a pure number, equal to 1 deep inside an unlimited written pad. I call \(E\) the exposure. Across a straight edge at \(x=0\), with \(x\) increasing outward from the written side, I define

\[
S=-\left.\frac{d\ln E}{dx}\right|_{x=0}=-\frac{E'(0)}{E(0)} .
\]

The minus sign makes \(S\) positive, because the exposure falls outward. The logarithm is natural, and \(S\) has the unit of an inverse length.

**Q:** Why the logarithmic slope? The plain derivative \(E'(0)\) would also tell me how steep the profile is.

**A:** Because errors of dose are fractional. The constants \(K\) and \(D\) cancel in \(S\), so it does not depend on the units of energy or on the dose setting. A fractional change \(\delta\) in energy is balanced, to first order, by a displacement \(\delta/S\). The plain derivative has to be divided by the local exposure before it can say this.

**Q:** Then what is \(E\)? The electrons do not stay where they land.

**A:** They spread in two ways. On the way in they are deflected through small angles, and the beam has a finite width; together these give a narrow forward distribution of range \(\alpha\). Some electrons are turned back in the substrate and cross the resist again far from the point of entry; this gives a wide distribution of range \(\beta\). The model takes both as Gaussian. The energy deposited at distance \(r\) from the point of incidence is proportional to

\[
f(r)=\frac{1}{1+\eta}\left[\frac{e^{-r^2/\alpha^2}}{\pi\alpha^2}
+\eta\,\frac{e^{-r^2/\beta^2}}{\pi\beta^2}\right],\qquad \beta\gg\alpha .
\]

For either range \(s\), the substitution \(v=r^2/s^2\) gives

\[
\int_0^\infty 2\pi r\,e^{-r^2/s^2}dr=\pi s^2\int_0^\infty e^{-v}dv=\pi s^2 ,
\]

so each fraction in the bracket integrates to 1 over the plane. The bracket integrates to \(1+\eta\), and \(f\) to 1. This is what makes \(E=1\) inside an unlimited pad. The number \(\eta\) is therefore the total backscattered energy divided by the total forward energy, both as deposited in the resist.

**Q:** I have seen the kernel written as \(e^{-r^2/\alpha^2}+A\,e^{-r^2/\beta^2}\), without those prefactors. Is \(A\) the same as \(\eta\)?

**A:** No. \(A\) compares the heights of the two Gaussians, and \(\eta\) compares their integrals. The integrals are \(\pi\alpha^2\) and \(A\pi\beta^2\), so \(\eta=A\beta^2/\alpha^2\). A very small \(A\) can belong to an \(\eta\) of order one, since \(\beta\) is much larger than \(\alpha\). The range also needs its convention. If the forward Gaussian is written as \(e^{-r^2/(2\sigma^2)}\), with standard deviation \(\sigma\) along each axis, then \(\alpha=\sqrt2\,\sigma\).

**Q:** Take the simplest edge, then: one Gaussian of range \(s\), and everything with \(x'<0\) written.

**A:** I add up the contributions of all points \((x',y')\) in the written half-plane:

\[
H_s(x)=\int_{-\infty}^{0}dx'\int_{-\infty}^{\infty}dy'\,
\frac{e^{-[(x-x')^2+(y-y')^2]/s^2}}{\pi s^2}.
\]

The exponential is a product of a factor in \(x'\) and a factor in \(y'\). The integral over \(y'\) runs along the whole edge and equals \(\sqrt\pi\,s\). Hence

\[
H_s(x)=\frac{1}{\sqrt\pi\,s}\int_{-\infty}^{0}e^{-(x-x')^2/s^2}dx'.
\]

Now put \(u=(x-x')/s\), so that \(dx'=-s\,du\). The lower limit \(x'=-\infty\) becomes \(u=\infty\), and \(x'=0\) becomes \(u=x/s\). The minus sign exchanges the limits:

\[
H_s(x)=\frac{1}{\sqrt\pi}\int_{x/s}^{\infty}e^{-u^2}du
=\frac12\,\mathrm{erfc}\!\left(\frac{x}{s}\right).
\]

The last step is the definition of the complementary error function, \(\mathrm{erfc}(z)=(2/\sqrt\pi)\int_z^\infty e^{-u^2}du\). Differentiation with respect to the lower limit gives

\[
H_s'(x)=-\frac{e^{-x^2/s^2}}{\sqrt\pi\,s},\qquad
H_s(0)=\frac12,\qquad H_s'(0)=-\frac{1}{\sqrt\pi\,s}.
\]

**Q:** The scattering is round, and you have reduced it to one dimension in a single line. Can you get the same slope without separating \(x\) and \(y\)?

**A:** Yes, by collecting energy circle by circle around the observation point. Take \(x>0\). A circle of radius \(r>x\) reaches into the written half-plane over the fraction \(\arccos(x/r)/\pi\) of its circumference; smaller circles do not reach it. Therefore

\[
H_s(x)=\int_x^\infty \frac{2r}{s^2}\,e^{-r^2/s^2}\,
\frac{\arccos(x/r)}{\pi}\,dr .
\]

When I differentiate, the moving lower limit contributes nothing, because \(\arccos 1=0\). In the integrand, \(\partial_x\arccos(x/r)=-1/\sqrt{r^2-x^2}\). With \(r^2=x^2+v^2\) and \(r\,dr=v\,dv\),

\[
H_s'(x)=-\frac{2}{\pi s^2}\int_0^\infty e^{-(x^2+v^2)/s^2}dv
=-\frac{2}{\pi s^2}\,e^{-x^2/s^2}\,\frac{\sqrt\pi\,s}{2}
=-\frac{e^{-x^2/s^2}}{\sqrt\pi\,s}.
\]

This is the same derivative. Both forms vanish as \(x\to\infty\), so the functions are equal as well.

**Q:** A real shape has another side, and there are neighbours. Your half-plane has neither.

**A:** For the forward part this is a matter of distance. A line from \(x=-w\) to \(x=0\) is the half-plane ending at 0 minus the half-plane ending at \(-w\). A neighbour that begins at distance \(g\) across the gap adds a half-plane edge of the opposite orientation there. With these two nearest edges included, the forward value and slope at \(x=0\) are

\[
F(0)=\frac12-\frac12\,\mathrm{erfc}\!\left(\frac w\alpha\right)
+\frac12\,\mathrm{erfc}\!\left(\frac g\alpha\right)+\dots,
\]

\[
-F'(0)=\frac{1}{\sqrt\pi\,\alpha}
\left[1-e^{-w^2/\alpha^2}-e^{-g^2/\alpha^2}+\dots\right].
\]

The dots stand for edges further away. If \(w\) and \(g\) are several times \(\alpha\), the extra terms are negligible, and

\[
F(0)=\frac12,\qquad -F'(0)=\frac{1}{\sqrt\pi\,\alpha}.
\]

This is what I mean by an edge isolated on the scale \(\alpha\). It does not mean that the neighbourhood is empty.

**Q:** The backscattered electrons will certainly see the neighbourhood. Do I need the whole layout to know their contribution?

**A:** One average of it suffices for the value. Let \(c(\mathbf r')\) be 1 on written areas and 0 elsewhere. I define the local pattern density by

\[
\rho(\mathbf r)=\int c(\mathbf r')\,
\frac{e^{-|\mathbf r-\mathbf r'|^2/\beta^2}}{\pi\beta^2}\,d^2r' .
\]

It is the coverage averaged with the backscatter kernel, and it lies between 0 and 1. The shape whose edge I examine is included. With this definition the backscattered part of the bracket is \(\eta\rho\), with no approximation beyond the kernel itself.

**Q:** For a grating I would like to put in line width over pitch. That is a plain average, and yours is a weighted one.

**A:** They agree when the pitch \(p\) is small enough compared with \(\beta\). With the origin moved to the centre of a line, the coverage has the Fourier series

\[
c(x)=\frac wp+\sum_{n\ge1}a_n\cos\frac{2\pi nx}{p},
\]

\[
a_n=\frac2p\int_{-w/2}^{w/2}\cos\frac{2\pi nx}{p}\,dx
=\frac{2}{\pi n}\sin\frac{\pi nw}{p}.
\]

Averaging a cosine of wave number \(k\) with the normalised one-dimensional Gaussian multiplies it by

\[
\frac{1}{\sqrt\pi\,\beta}\int_{-\infty}^{\infty}e^{-x^2/\beta^2}e^{ikx}dx=e^{-k^2\beta^2/4}.
\]

This follows from completing the square: \(-x^2/\beta^2+ikx=-(x/\beta-ik\beta/2)^2-k^2\beta^2/4\). The first term integrates to \(\sqrt\pi\,\beta\) and leaves the second as a factor. With \(k=2\pi n/p\) the damping is \(e^{-\pi^2n^2\beta^2/p^2}\). When \(p\) is no larger than \(\beta\), even the first harmonic is multiplied by at most \(e^{-\pi^2}\). What remains is the mean, \(\rho=w/p\).

**Q:** Put the two parts together, then, and show me where every factor of two comes from.

**A:** I take \(\rho\) as locally uniform for the moment, so the background has a value but no slope. The common factor \(1/(1+\eta)\) belongs to both parts:

\[
E(0)=\frac{\frac12+\eta\rho}{1+\eta},\qquad
-E'(0)=\frac{1}{\sqrt\pi\,\alpha\,(1+\eta)} .
\]

In the quotient the factor \(1+\eta\) cancels:

\[
S=\frac{1}{\sqrt\pi\,\alpha\left(\frac12+\eta\rho\right)} .
\]

Multiplying numerator and denominator by 2 gives

\[
\boxed{\,S=\frac{2}{\sqrt\pi\,\alpha\,(1+2\eta\rho)}\,}
\]

Both twos have one origin. At the edge the forward exposure has fallen to half of its interior value, while the background has not fallen.

**Q:** So a dense pattern blurs the edge.

**A:** It does not widen the forward profile. The absolute slope \(-E'(0)\) contains no \(\rho\). Density adds a level background, and the same absolute slope is then a smaller fraction of the total. As \(\rho\to0\), \(S\) tends to \(2/(\sqrt\pi\,\alpha)\), and at full density it is smaller by the factor \(1+2\eta\). If the background dominates, \(2\eta\rho\gg1\), then \(S\approx1/(\sqrt\pi\,\alpha\eta\rho)\).

**Q:** You removed the slope of the background by decree. At the edge of a large pad the density must change.

**A:** Keep it. With \(\rho'=d\rho/dx\) at the edge,

\[
S=\frac{\dfrac{1}{\sqrt\pi\,\alpha}-\eta\rho'}{\frac12+\eta\rho}
=\frac{2}{\sqrt\pi\,\alpha(1+2\eta\rho)}
\left[1-\sqrt\pi\,\alpha\eta\rho'\right].
\]

The correction can be bounded. Differentiating the Gaussian in the definition of \(\rho\) gives a weight that is positive for written points with \(x'>x\) and negative for those with \(x'<x\). Since \(c\) lies between 0 and 1, the largest possible \(|\rho'|\) arises when one side is fully written and the other is empty. That is the half-plane, for which \(|\rho'|=1/(\sqrt\pi\,\beta)\). Hence

\[
\left|\sqrt\pi\,\alpha\eta\rho'\right|\le\frac{\eta\alpha}{\beta}.
\]

For equal dose on all shapes and \(\eta\) of order one, \(\beta\gg\alpha\) is therefore enough to make the background locally flat.

**Q:** Then what density do I use at that pad edge? One side is full and the other is empty.

**A:** One half, because \(H_\beta(0)=\frac12\). With the gradient \(\rho'=-1/(\sqrt\pi\,\beta)\) included,

\[
S_{\rm pad}=\frac{\dfrac{1}{\sqrt\pi}\left(\dfrac1\alpha+\dfrac\eta\beta\right)}{\frac12(1+\eta)}
=\frac{2}{\sqrt\pi\,(1+\eta)}\left(\frac1\alpha+\frac\eta\beta\right).
\]

A single long line of width \(w\ll\beta\) is a different case. Over the line the backscatter Gaussian is nearly constant at its peak value, so \(\rho\approx w/(\sqrt\pi\,\beta)\), which is close to zero. Pad edge and lone line may both be called isolated, but they have different backgrounds and different values of \(S\).

**Q:** And if the writer gives different doses to different shapes, as a correction for backscattering does?

**A:** Then the coverage must be weighted with dose. Let the shape at the edge receive dose \(D\) and the point \(\mathbf r'\) dose \(D(\mathbf r')\). The forward energy at the edge is proportional to \(D/2\), and the background to \(\eta\int D(\mathbf r')c(\mathbf r')G_\beta\,d^2r'\), where \(G_\beta\) is the normalised backscatter Gaussian. Dividing both by \(D\) shows that \(\rho\) is replaced by

\[
\rho_D=\int \frac{D(\mathbf r')}{D}\,c(\mathbf r')\,G_\beta(|\mathbf r-\mathbf r'|)\,d^2r' .
\]

This number can exceed 1 when the neighbours receive more dose than the shape itself. The bound on the gradient then grows in proportion to the largest dose ratio.

## Second half: numbers, printed edges and limits

**Q:** Before you put in numbers, restate what you are using.

**A:** The coordinate \(x\) runs outward from the design edge. The exposure \(E\) is 1 deep inside an unlimited pad. The ranges are \(\alpha\) for forward and \(\beta\) for backscattered energy, \(\eta\) is the ratio of the two energies, and \(\rho\) is the coverage averaged with the backscatter kernel. For a straight edge, with line and gap several \(\alpha\) wide, equal doses and \(\beta\gg\alpha\), the first half gave

\[
E(0)=\frac{\frac12+\eta\rho}{1+\eta},\qquad
S=-\frac{E'(0)}{E(0)}=\frac{2}{\sqrt\pi\,\alpha(1+2\eta\rho)} .
\]

As an example I choose \(\alpha=10\) nm with the beam blur included, \(\beta=30\) µm and \(\eta=0.6\). The pattern consists of 100 nm lines at 200 nm pitch, so \(\rho=100/200=0.5\). Then

\[
E(0)=\frac{0.5+0.6\times0.5}{1.6}=0.500,
\]

\[
S=\frac{2}{\sqrt\pi\times10\ \text{nm}\times1.6}=0.0705\ \text{nm}^{-1},
\]

or \(70.5\ \text{µm}^{-1}\). The absolute slope is \(0.0353\ \text{nm}^{-1}\), which is half of \(S\) because \(E(0)\) is one half.

**Q:** That repeats the formula with digits in it. Has the assumption of a uniform density been confronted with an actual set of lines?

**A:** Yes. The exposure was summed line by line over a grating reaching six \(\beta\) to either side, and the logarithmic slope was taken by finite differences. With \(\alpha\), \(\beta\) and \(\eta\) held fixed, the sums give:

- 40 nm lines at 200 nm pitch, \(\rho=0.2\): \(0.0910\ \text{nm}^{-1}\);
- 100 nm lines at 200 nm pitch, \(\rho=0.5\): \(0.0705\ \text{nm}^{-1}\);
- 160 nm lines at 200 nm pitch, \(\rho=0.8\): \(0.0576\ \text{nm}^{-1}\);
- 500 nm lines at 1000 nm pitch, \(\rho=0.5\): \(0.0705\ \text{nm}^{-1}\).

The formula gives the same values to all digits shown. The second and fourth gratings differ fivefold in scale but have the same density, and they have the same \(S\). The absolute slopes of all four agree within one part in a million, so the change of \(S\) comes from the background.

**Q:** And the two edges that you said should not be confused?

**A:** For the pad edge the relative gradient correction is \(\eta\alpha/\beta=0.6\times10/30000\), or 0.02 %, and \(S\) is again \(0.0705\ \text{nm}^{-1}\). The pad edge and the grating with equal lines and spaces share \(\rho=\frac12\), and so very nearly the same logarithmic slope. A single 100 nm line has \(\rho=0.0019\) and \(S=0.1126\ \text{nm}^{-1}\), close to the zero-density limit of \(0.1128\ \text{nm}^{-1}\).

**Q:** All this holds at the design edge. The resist does not know where the design edge is.

The logarithmic slope at the design edge now follows from \(\alpha\), \(\eta\) and the local density \(\rho\), and line-by-line sums agree with the formula for the gratings tested. What remains is to find the dose that makes the edge print there, how far errors move it, and where the formula reaches its limits.

Numbers in the example were calculated in double precision.
